# Why the ground-state Tao-Eldrup formula fails in large pores: a numerical check

```python
"""Ortho-positronium (o-Ps) lifetime in a spherical pore of radius R.
Result under test: the ground-state formula rate = lam_A*P1 fails in large pores
for two reasons: it omits intrinsic three-photon decay (rate lam_T), and it
ignores thermally populated excited states, whose wall overlap exceeds P1.
Model: infinite well of radius R0 = R + DELTA; the rate is lam_A in the shell
R < r < R0 and lam_T elsewhere. P = probability of being in the shell.
x = zero of the spherical Bessel function j_l, energy = hbar^2 x^2/(2 m R0^2),
m = 2 electron masses, q^2 = 2 m k T/hbar^2. Lengths in nm, rates in 1/ns.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn

DELTA = 0.166
TAU_S, TAU_T = 0.125, 142.0
T_ROOM = 300.0
lam_S, lam_T = 1 / TAU_S, 1 / TAU_T
lam_A = (lam_S + 3 * lam_T) / 4
MASS = 2 * sc.m_e
X_MAX = 130.0


def bessel_levels():
    """All zeros x < X_MAX of j_l, found by interlacing and bisection."""
    zeros = np.pi * np.arange(1, 136)
    l, xs, ls = 0, [], []
    while zeros[0] < X_MAX:
        assert zeros[-1] > X_MAX  # the list is complete below X_MAX
        keep = zeros[zeros < X_MAX]
        xs.append(keep)
        ls.append(np.full(keep.size, l))
        l += 1
        lo, hi = zeros[:-1].copy(), zeros[1:].copy()
        sign_lo = np.sign(spherical_jn(l, lo))
        for _ in range(55):
            mid = (lo + hi) / 2
            same = np.sign(spherical_jn(l, mid)) == sign_lo
            lo, hi = np.where(same, mid, lo), np.where(same, hi, mid)
        zeros = (lo + hi) / 2
    x, ell = np.concatenate(xs), np.concatenate(ls)
    order = np.argsort(x)
    return x[order], ell[order]


X, L = bessel_levels()


def q_thermal(T):
    return np.sqrt(2 * MASS * sc.k * T) / sc.hbar * 1e-9


def overlap(x, l, ratio):
    """Shell probability of a level; ratio = R/R0."""
    z = x * ratio
    a, b = spherical_jn(l, z), spherical_jn(l + 1, z)
    c = (2 * l + 1) / z * a - b
    return 1 - ratio**3 * (a * a - b * c) / spherical_jn(l + 1, x)**2


def ground_overlap(R):
    s = R / (R + DELTA)
    return 1 - s + np.sin(2 * np.pi * s) / (2 * np.pi)


def populations(R, T):
    """Boltzmann weights, overlaps and zeros x of the populated levels."""
    R0 = R + DELTA
    reduced = (X**2 - X[0]**2) / (q_thermal(T) * R0)**2
    use = reduced < 35
    w = (2 * L[use] + 1) * np.exp(-reduced[use])
    return w / w.sum(), overlap(X[use], L[use], R / R0), X[use]


def mean_overlap(R, T):
    w, P, _ = populations(R, T)
    return w @ P


def rate(P):
    return lam_A * P + lam_T * (1 - P)


# Independent road: finite-difference diagonalization of the radial equation
R_fd, h = 3.0, 0.002
R0_fd = R_fd + DELTA
n_grid, i_wall = round(R0_fd / h), round(R_fd / h) - 1
r = h * np.arange(1, n_grid)
q_room = q_thermal(T_ROOM)
num = den = 0.0
for l in range(21):
    k2, u = eigh_tridiagonal(2 / h**2 + l * (l + 1) / r**2,
                             np.full(r.size - 1, -1 / h**2),
                             select='i', select_range=(0, 7))
    P_fd = ((u[i_wall + 1:]**2).sum(axis=0) + u[i_wall]**2 / 2) \
        / (u**2).sum(axis=0)
    x_l = X[L == l][:3]
    assert np.allclose(np.sqrt(k2[:3]) * R0_fd, x_l, rtol=2e-4)
    assert np.allclose(P_fd[:3], overlap(x_l, l, R_fd / R0_fd), rtol=1e-3)
    if l == 0:
        assert abs(P_fd[0] / ground_overlap(R_fd) - 1) < 1e-3
    w = (2 * l + 1) * np.exp(-k2 / q_room**2)
    num += w @ P_fd
    den += w.sum()
P_fd_mean = num / den
assert abs(P_fd_mean / mean_overlap(R_fd, T_ROOM) - 1) < 1e-3

# Thin-shell law: overlap proportional to energy, for every l
low = X < 30
thin = 0.005
law = 2 / 3 * X[low]**2 * thin**3
thin_error = np.max(np.abs(overlap(X[low], L[low], 1 - thin) / law - 1))
assert thin_error < 0.01

# Every populated excited level overlaps the wall more than the ground level
radii = [0.5, 1.0, 2.0, 3.0, 5.0, 10.0, 20.0]
for R in radii:
    _, P, _ = populations(R, T_ROOM)
    assert P[1:].min() > P[0]

# Large-pore law against the explicit sum over levels
R_big = 20.0
R0_big = R_big + DELTA
w, P, x = populations(R_big, T_ROOM)
surface = 1 + np.sqrt(np.pi) / (2 * q_room * R0_big)
x2_law = 1.5 * (q_room * R0_big)**2 * surface
assert abs(w @ x**2 / x2_law - 1) < 5e-3
P_law = q_room**2 * DELTA**3 / R0_big * surface
assert abs(w @ P / P_law - 1) < 0.02  # finite shell thickness costs about 1%

# Exchange between levels: fast exchange gives one averaged rate
R_ex = 5.0
w, P, x = populations(R_ex, T_ROOM)
lam_i = rate(P)
lam_mean = w @ lam_i


def slowest_rate(nu):
    root = np.sqrt(w)
    M = np.diag(lam_i + nu) - nu * np.outer(root, root)
    return np.linalg.eigvalsh(M)[0]


assert abs(slowest_rate(1.0) / lam_mean - 1) < 0.01
tau_no_exchange = w @ (1 / lam_i)
assert tau_no_exchange > 1 / lam_mean

# Cold control: without excited states only the intrinsic-decay fault remains
P_cold = mean_overlap(3.0, 5.0)
assert abs(rate(P_cold) / rate(ground_overlap(3.0)) - 1) < 1e-6
assert rate(P_cold) > 1.5 * lam_A * ground_overlap(3.0)


# Relative size of the two faults
def fault_ratio(R, T):
    P1 = ground_overlap(R)
    return (lam_A - lam_T) * (mean_overlap(R, T) - P1) / (lam_T * (1 - P1))


def largest_ratio(T):
    best = minimize_scalar(lambda R: -fault_ratio(R, T), bounds=(0.8, 8),
                           method='bounded')
    return -best.fun, best.x


ratio_room, R_ratio = largest_ratio(T_ROOM)
assert ratio_room < 1
assert max(fault_ratio(R, T_ROOM) for R in radii) <= ratio_room + 1e-6
T_equal = brentq(lambda T: largest_ratio(T)[0] - 1, 300, 1200, xtol=0.01)
R_5pc = brentq(lambda R: rate(mean_overlap(R, T_ROOM))
               / rate(ground_overlap(R)) - 1.05, 0.6, 3.0)

# Radii wrongly inferred from the thermal-model lifetime
R_false_3g = brentq(lambda R: rate(ground_overlap(R)) - lam_mean, 0.3, 50)
R_false_orig = brentq(lambda R: lam_A * ground_overlap(R) - lam_mean, 0.3, 50)
assert R_false_orig < R_false_3g < R_ex

print(f"shell thickness DELTA = {DELTA} nm; temperature = {T_ROOM:.0f} K")
print(f"1/lam_S = {TAU_S} ns; 1/lam_T = {TAU_T:.0f} ns")
print(f"lam_A = {lam_A:.4f} 1/ns; lam_T = {lam_T:.6f} 1/ns")
print(f"kT = {sc.k * T_ROOM / sc.e * 1e3:.2f} meV; q = {q_room:.4f} 1/nm; "
      f"q*DELTA = {q_room * DELTA:.4f}")
print("Table at 300 K: R (nm) | ground population | P1 | thermal mean P")
for R in radii:
    w_R, P_R, _ = populations(R, T_ROOM)
    print(f"  {R:4.1f} | {w_R[0]:.4f} | {ground_overlap(R):.4e} | "
          f"{w_R @ P_R:.4e}")
print("Lifetimes (ns): R (nm) | original | ground + intrinsic | thermal")
for R in radii:
    P1, Pm = ground_overlap(R), mean_overlap(R, T_ROOM)
    print(f"  {R:4.1f} | {1 / (lam_A * P1):.2f} | {1 / rate(P1):.2f} | "
          f"{1 / rate(Pm):.2f}")
print("Missing rates (1/ns): R (nm) | intrinsic decay | excited states")
for R in radii:
    P1, Pm = ground_overlap(R), mean_overlap(R, T_ROOM)
    print(f"  {R:4.1f} | {lam_T * (1 - P1):.6f} | "
          f"{(lam_A - lam_T) * (Pm - P1):.6f}")
print("Levels at R = 5 nm: l | x | energy (meV) | P/P1 | (x/pi)^2 | life (ns)")
for i in range(4):
    E = (sc.hbar * x[i] / ((R_ex + DELTA) * 1e-9))**2 / (2 * MASS) / sc.e
    print(f"  {L[i]} | {x[i]:.4f} | {E * 1e3:.3f} | {P[i] / P[0]:.4f} | "
          f"{(x[i] / np.pi)**2:.4f} | {1 / lam_i[i]:.2f}")
print("Thermal lifetime at R = 5 nm: " + "; ".join(
    f"{T} K: {1 / rate(mean_overlap(R_ex, T)):.2f} ns"
    for T in (5, 100, 300, 500)))
print(f"R = 5 nm, fast exchange: {1 / lam_mean:.3f} ns; "
      f"no exchange, mean: {tau_no_exchange:.3f} ns")
print(f"R = 5 nm, slowest mode at exchange rate 1 per ns: "
      f"{1 / slowest_rate(1.0):.3f} ns")
print(f"R = 5 nm, standard deviation of level rates: "
      f"{np.sqrt(w @ (lam_i - lam_mean)**2):.5f} 1/ns")
speed = np.sqrt(8 * sc.k * T_ROOM / (np.pi * MASS))
print(f"R = 5 nm, classical wall-collision rate: "
      f"{3 * speed / (4 * R_ex):.0f} 1/ns")
print(f"Radius inferred for R = 5 nm: ground + intrinsic {R_false_3g:.3f} nm; "
      f"original {R_false_orig:.3f} nm")
print(f"Excited states shorten rate-inverse lifetime: rate +5% at "
      f"R = {R_5pc:.3f} nm")
print(f"Largest excited/intrinsic fault ratio at 300 K: {ratio_room:.4f} "
      f"at R = {R_ratio:.2f} nm")
print(f"Temperature where this largest ratio reaches 1: {T_equal:.0f} K "
      f"at R = {largest_ratio(T_equal)[1]:.2f} nm")
print(f"R = 20 nm mean P: level sum {mean_overlap(R_big, T_ROOM):.4e}; "
      f"large-pore law {P_law:.4e}")
print(f"R = 3 nm mean P: finite differences {P_fd_mean:.5e}; "
      f"Bessel sum {mean_overlap(R_fd, T_ROOM):.5e}")
print(f"Thin-shell law, largest relative error at DELTA/R0 = {thin}: "
      f"{thin_error:.2e}")
print(f"R = 3 nm at 5 K: thermal {1 / rate(P_cold):.2f} ns; original "
      f"{1 / (lam_A * ground_overlap(3.0)):.2f} ns")
print("PASS")
```

Running it gives:

```
shell thickness DELTA = 0.166 nm; temperature = 300 K
1/lam_S = 0.125 ns; 1/lam_T = 142 ns
lam_A = 2.0053 1/ns; lam_T = 0.007042 1/ns
kT = 25.85 meV; q = 1.1649 1/nm; q*DELTA = 0.1934
Table at 300 K: R (nm) | ground population | P1 | thermal mean P
   0.5 | 1.0000 | 9.0096e-02 | 9.0096e-02
   1.0 | 0.9889 | 1.8241e-02 | 1.8439e-02
   2.0 | 0.5720 | 2.9277e-03 | 4.6039e-03
   3.0 | 0.2434 | 9.4329e-04 | 2.5999e-03
   5.0 | 0.0607 | 2.1786e-04 | 1.3999e-03
  10.0 | 0.0076 | 2.8632e-05 | 6.5283e-04
  20.0 | 0.0009 | 3.6696e-06 | 3.1622e-04
Lifetimes (ns): R (nm) | original | ground + intrinsic | thermal
   0.5 | 5.54 | 5.35 | 5.35
   1.0 | 27.34 | 22.99 | 22.79
   2.0 | 170.33 | 77.56 | 61.57
   3.0 | 528.67 | 112.02 | 81.72
   5.0 | 2288.97 | 133.73 | 101.63
  10.0 | 17416.90 | 140.86 | 119.81
  20.0 | 135896.80 | 141.85 | 130.31
Missing rates (1/ns): R (nm) | intrinsic decay | excited states
   0.5 | 0.006408 | 0.000000
   1.0 | 0.006914 | 0.000395
   2.0 | 0.007022 | 0.003349
   3.0 | 0.007036 | 0.003310
   5.0 | 0.007041 | 0.002362
  10.0 | 0.007042 | 0.001247
  20.0 | 0.007042 | 0.000625
Levels at R = 5 nm: l | x | energy (meV) | P/P1 | (x/pi)^2 | life (ns)
  0 | 3.1416 | 7.045 | 1.0000 | 1.0000 | 133.73
  1 | 4.4934 | 14.412 | 2.0423 | 2.0457 | 126.08
  2 | 5.7635 | 23.711 | 3.3537 | 3.3656 | 117.62
  0 | 6.2832 | 28.180 | 3.9756 | 4.0000 | 113.99
Thermal lifetime at R = 5 nm: 5 K: 133.73 ns; 100 K: 122.84 ns; 300 K: 101.63 ns; 500 K: 87.12 ns
R = 5 nm, fast exchange: 101.629 ns; no exchange, mean: 105.099 ns
R = 5 nm, slowest mode at exchange rate 1 per ns: 101.669 ns
R = 5 nm, standard deviation of level rates: 0.00197 1/ns
R = 5 nm, classical wall-collision rate: 11413 1/ns
Radius inferred for R = 5 nm: ground + intrinsic 2.608 nm; original 1.655 nm
Excited states shorten rate-inverse lifetime: rate +5% at R = 1.256 nm
Largest excited/intrinsic fault ratio at 300 K: 0.4968 at R = 2.37 nm
Temperature where this largest ratio reaches 1: 483 K at R = 1.84 nm
R = 20 nm mean P: level sum 3.1622e-04; large-pore law 3.1944e-04
R = 3 nm mean P: finite differences 2.60013e-03; Bessel sum 2.59995e-03
Thin-shell law, largest relative error at DELTA/R0 = 0.005: 4.42e-03
R = 3 nm at 5 K: thermal 112.02 ns; original 528.67 ns
PASS
```
